Truncating spin-free roots of Dy3+: ground-multiplet splitting and g values

**Problem**

A Dy3+ ion has nine electrons in its seven 4f orbitals. Model it inside this shell by

H = H_ee + H_CF + H_SO, H_SO = ζ Σᵢ lᵢ·sᵢ.

H_ee is the Coulomb repulsion with Slater integrals F² = 90000, F⁴ = 63000, F⁶ = 45000 cm⁻¹, and ζ = 2000 cm⁻¹. The crystal field is

H_CF = Σᵢ Σ_k [B_k0 C_k0(i) + Σ_{q>0} B_kq (C_kq(i) + C_k,−q(i))], C_kq = √(4π/(2k+1)) Y_kq,

with B20 = −600, B22 = 50, B40 = 400, B44 = 200, B60 = 200, B66 = 100 cm⁻¹. These are round model values, not a fit to a compound. Orbital relaxation, covalency and other configurations are left out.

A spin-free root is an eigenstate of H_ee + H_CF with spin S, counted once for its 2S+1 spin components. In the state interaction one keeps some roots, with all their spin components, and diagonalizes

H_IJ = E_I δ_IJ + ⟨I|H_SO|J⟩.

A set is written as sextets/quartets/doublets, the lowest roots of each spin being kept.

(a) How many roots of each spin exist?
(b) How do the splitting of the ground multiplet ⁶H₁₅/₂ and the g values of its lowest doublet depend on the roots kept?
(c) Are the 21 sextets improved by adding the six lowest quartets?

**A tempting solution**

The ground multiplet is a sextet. The lowest quartet lies 19929 cm⁻¹ above the lowest sextet, while the crystal-field parameters are a few hundred cm⁻¹, so the sextets should nearly suffice. To be safe, one adds the six lowest quartets. The variational principle says that a larger space gives lower, hence better, energies. The set 21/0/0 gives a total splitting of 345 cm⁻¹ and the set 21/6/0 gives 1862 cm⁻¹. The second comes from the larger space, so one concludes that spin mixing raises the splitting more than fivefold.

**Where it fails**

With all roots the splitting is 334 cm⁻¹. The small correction had the opposite sign, and the "improved" set is wrong by more than a factor of five.

The variational principle does hold for each level: enlarging the space cannot raise the n-th eigenvalue. It says nothing about differences between eigenvalues. Quartets lower the whole ground multiplet by much more than the crystal field splits it. This lowering drops out of the splitting if it is the same for all sixteen states, and six quartets do not lower them equally. The right solution therefore needs the size of the lowering and the condition for its uniformity.

**Counting the roots**

Let D(M_S) be the number of determinants with spin projection M_S. With n↑ spins up and n↓ spins down, D = C(7,n↑) C(7,n↓), so

D(5/2) = C(7,7) C(7,2) = 21,
D(3/2) = C(7,6) C(7,3) = 7·35 = 245,
D(1/2) = C(7,5) C(7,4) = 21·35 = 735.

A root of spin S contributes one state to every M_S from −S to S. States with M_S = S thus come from all roots of spin S or higher, and those of higher spin number D(S+1). Hence N(S) = D(S) − D(S+1):

N(5/2) = 21, N(3/2) = 245 − 21 = 224, N(1/2) = 735 − 245 = 490.

The spin components add up to 6·21 + 4·224 + 2·490 = 2002 = C(14,9), the whole configuration. The numbers belong to this active space; further active orbitals would give more roots.

**What the ground multiplet couples to**

Take the state of ⁶H₁₅/₂ with M_J = 15/2. It is the single determinant Φ with all seven spin-up orbitals filled and spin-down electrons in m = 3 and m = 2. The filled spin-up set has Σm = 0, so M_L = 5 and M_S = 5/2. These are the largest M_S in the shell and the largest M_L compatible with it, so S = 5/2, L = 5 and J = 15/2.

Write

lᵢ·sᵢ = l_z s_z + ½(l₊s₋ + l₋s₊).

The diagonal part gives ζ[½·0 − ½(3+2)] = −5ζ/2. The term l₋s₊ gives zero, because every spin-up orbital is occupied. The term l₊s₋ moves an electron from m↑ to (m+1)↓ with amplitude (ζ/2)√(12 − m(m+1)). The target must be empty, so m = −3, −2, −1, 0. The squared amplitudes are (ζ²/4) times 6, 10, 12, 12. Call the resulting vector w:

⟨w|w⟩ = (ζ²/4)(6 + 10 + 12 + 12) = 10ζ², √⟨w|w⟩ = √10·2000 = 6325 cm⁻¹.

This coupling, and not the crystal field, has to be compared with the distance to the quartets.

The quantum numbers of w follow from symmetry. It has M_S = 3/2 and M_L = 6, so it contains no doublet. H_SO conserves J, so a sextet part of w would have J = 15/2 and M_J = 15/2. The other sextets, ⁶F and ⁶P, reach only J = 11/2 and 7/2, so this part would be proportional to Φ, which is orthogonal to w. Hence S = 3/2. H_SO is a vector in orbital space and changes L = 5 to 4, 5 or 6; M_L = 6 leaves L = 6. So w is purely ⁴I₁₅/₂. Other quartets and the doublets enter only through further actions of H_SO.

The shell has three ⁴I terms. Without crystal field they lie 19880, 34299 and 67038 cm⁻¹ above ⁶H and carry the fractions 0.9440, 0.0278 and 0.0282 of ⟨w|w⟩.

**How far the multiplet is lowered**

Use the two states Φ and ŵ = w/√⟨w|w⟩. The mean Coulomb energy of ŵ above ⁶H is

0.9440·19880 + 0.0278·34299 + 0.0282·67038 ≈ 21610 cm⁻¹.

In the determinant with m↑ emptied and (m+1)↓ filled, the diagonal spin-orbit energy is

(ζ/2)[−m − (5 + m + 1)] = −ζ(m+3).

Weighted with 6, 10, 12, 12 this averages to −ζ(0 + 10 + 24 + 36)/40 = −1.75ζ = −3500 cm⁻¹. The parts of H_SO that flip a spin change M_S and have no mean value in ŵ. For Φ the diagonal energy was −5000 cm⁻¹, so the gap is

D = 21610 − 3500 + 5000 = 23110 cm⁻¹.

The lower root of the 2×2 matrix lies below Φ by

√((D/2)² + 10ζ²) − D/2 = √(11555² + 4.0·10⁷) − 11555 ≈ 1620 cm⁻¹.

In the model with crystal field, the quartets lower the ground level by 1687 cm⁻¹ and the doublets by a further 100 cm⁻¹. The estimate thus captures most of an effect about five times the crystal-field splitting.

**When the lowering is uniform**

Switch off the crystal field and let P project on the kept states. If they form complete LS terms, P commutes with J. Then PHP is rotationally invariant, and its J = 15/2 ground level stays sixteenfold degenerate. If a term is kept in part, P does not in general commute with J and the degeneracy is no longer protected.

An axial example shows the size of the damage. Keep the dominant ⁴I term except for its orbital states M_L = ±6. The sextet state with M_J = 15/2 couples to ⁴I through |M_L = 6, M_S = 3/2⟩ alone, so it gets no lowering from this term. The state with M_J = 13/2 couples, with the same strength, to the ⁴I₁₅/₂ state obtained by one step of J₋ = L₋ + S₋. The squared step amplitudes are 2L = 12 and 2S = 3, so

|15/2, 13/2⟩ = √(12/15) |5, 3/2⟩ + √(3/15) |6, 1/2⟩.

The second component is missing, and 0.8 of the lowering remains. In second order, with spin-free energy denominators, the full lowering by this term is

0.9440·10ζ²/19880 = 3.776·10⁷/19880 ≈ 1900 cm⁻¹.

In this estimate the two states are separated by 0.8·1900 ≈ 1520 cm⁻¹ without any crystal field. Diagonalizing H_ee + H_SO with the same states kept gives about 1310 cm⁻¹, since second order overestimates the lowering.

The model shows the same effect when all B_kq are multiplied by 0.001. The dominant ⁴I term then forms quartet roots 1 to 13, and the splittings are:

all roots: 0.332 cm⁻¹
21/13/0, cut after ⁴I: 0.340 cm⁻¹
21/6/0, cut inside ⁴I: 1590 cm⁻¹

The last number is an artefact of the cut. To leading order in ζ it scales as ζ²/Δ, where Δ is the distance to the cut term, and it survives as the crystal field goes to zero. High terms are not automatically harmless: for the second ⁴I term the same second-order lowering is 0.0278·4.0·10⁷/34299 ≈ 32 cm⁻¹, about a tenth of the 334 cm⁻¹ found at the actual field. This is only an order of magnitude. With the sextets and the dominant ⁴I kept, adding the second ⁴I lowers the free-ion multiplet by 47 cm⁻¹, and leaving out its states M_L = ±6 splits the multiplet by 47 cm⁻¹ without any crystal field.

**What complete terms still change**

With complete terms, spin mixing acts more gently. To first order in the crystal field, the Wigner–Eckart theorem fixes the M_J dependence of each rank k within the multiplet, and only the reduced matrix element can change. With T^k_0 = Σᵢ C_k0(i), mixing replaces B_kq by r_k B_kq, where

r_k = ⟨T^k_0⟩_mixed / ⟨T^k_0⟩_⁶H,

both taken at M_J = 15/2 in the free ion. The model gives r₂ = 0.973, r₄ = 0.990, r₆ = 0.900.

Rank 2 can be followed by hand. For an f orbital, ⟨cos²θ⟩ = (23 − 2m²)/45, so

c(m) = ⟨C₂₀⟩ = ½(3⟨cos²θ⟩ − 1) = (4 − m²)/15.

The filled spin-up set contributes zero, and Φ has ⟨T²₀⟩ = c(3) + c(2) = −1/3 + 0 = −1/3. Moving an electron from m↑ to (m+1)↓ adds c(m+1) − c(m) = −(2m+1)/15. Averaged over w this is

[6·5 + 10·3 + 12·1 + 12·(−1)]/(40·15) = 60/600 = 0.1.

So ŵ has −1/3 + 0.1 = −0.233, which is 0.7 of the sextet value. T²₀ does not act on spin, so there are no cross terms between sextet and quartet. If p is the quartet weight in the two-state estimate, r₂ ≈ 1 − 0.3p. The mixing angle obeys tan 2θ = 2·6325/23110 = 0.547, so p = sin²θ ≈ 0.061 and r₂ ≈ 0.98. The full calculation has more mixing, with weights 0.921, 0.076 and 0.003 for sextets, quartets and doublets, and a correspondingly smaller r₂.

The magnetic moment is rescaled too. It is μ = L + g_s S in units of −μ_B, with g_s = 2.0023. In a state with M_J = J = L + S one has L_z = L and S_z = S, hence g_J = (L + g_s S)/J:

⁶H₁₅/₂: (5 + 2.5 g_s)/7.5 = 1.334,
⁴I₁₅/₂: (6 + 1.5 g_s)/7.5 = 1.200.

Admixture of ⁴I must lower g_J. With all roots the free ion has g_J = 1.323, which is 0.8 % below the sextet value.

These two rescalings were tested in the thousandfold reduced field. Sextets with r_k B_kq reproduce all levels of the full calculation to within 0.1 % of the splitting, and the g values, multiplied by 1.323/1.334, to within 0.002.

**The g values of a doublet**

Every root is kept with all its spin components. The symmetry of this field (three perpendicular twofold axes) forces no orbital degeneracy, although some roots lie very close together, and time reversal maps the orbital part of each root of definite symmetry onto itself. Hence time reversal is respected and the levels are Kramers doublets. Within one doublet each μ_a is a traceless 2×2 matrix, because it is odd under time reversal. Write μ_a = ½ Σ_c g_ac σ_c. Since Tr(σ_c σ_d) = 2δ_cd,

Tr(μ_a μ_b) = ¼·2 Σ_c g_ac g_bc, so G_ab = Σ_c g_ac g_bc = 2 Tr(μ_a μ_b).

The principal g values are the square roots of the eigenvalues of G. This crystal field is unchanged by half-turns about x, y and z, which are therefore the principal axes. In the sextet space the formula was tested against Zeeman splittings in a small field along each axis.

**Results at the actual field**

Splitting in cm⁻¹, then g_x, g_y, g_z of the lowest doublet:

21/0/0: 345.3; 17.89, 2.49, 0.63
21/6/0: 1861.6; 17.43, 2.98, 0.59
21/13/0: 1778.4; 18.89, 1.21, 0.33
21/128/130: 336.0; 17.84, 2.36, 0.61
21/224/0: 336.1; 17.83, 2.39, 0.61
21/224/490: 334.2; 17.83, 2.36, 0.61
sextets, rescaled: 334.1; 17.85, 2.34, 0.60

The overall scale can be checked from rank 2. Within the multiplet its energy is proportional to 3M² − J(J+1), which is 105 at M = 15/2, where the energy is −B20/3. Hence

E₂(M) = −B20 (3M² − 63.75)/315.

For B20 = −600 cm⁻¹ this runs from −120 cm⁻¹ at |M| = 1/2 to +200 cm⁻¹ at |M| = 15/2, a span of 320 cm⁻¹. Small |M| lies lowest, so z is a hard axis. A pure ±1/2 doublet would have g_z = g_J ≈ 1.3 and g_x = g_y = (J + ½)g_J ≈ 10.6. The terms with q > 0 mix other M into it, and B22 favours x (B44 or B66 alone would leave g_x = g_y): g_x = 17.8 is 90 % of the limit 2Jg_J = 15·1.323 = 19.8 for a moment fully aligned along x.

Relative to all roots, the sextets alone overestimate the splitting by 11.1/334.2 = 3.3 %. They overestimate g_x by 0.4 %, g_y by 5 % and g_z by 5 %. The small transverse values suffer more than the common factor g_J would suggest, because the unequal r_k also change the composition of the doublet. Rescaling the sextet model reduces the largest level error from 11.1 to 0.5 cm⁻¹. Since the rescaling is a first-order law in the crystal field, the remainder is of higher order.

The set 21/128/130 has a largest level error of 1.8 cm⁻¹, or 0.5 % of the splitting. In the weak field its cuts fall in gaps of about 9050 cm⁻¹ after quartet 128 and 2930 cm⁻¹ after doublet 130, so no term is divided. These gaps are wide compared with the crystal field, so no artefact of a cut is expected; how much a cut inside a term this high would cost was not tested. Keeping all quartets but no doublets gives an error of similar size, 1.9 cm⁻¹.

The set 21/13/0 carries a warning. It was sound in the weak field, yet fails at the actual one. The reason is a near coincidence of terms: without crystal field, a ⁴M term lies only 45 cm⁻¹ above the dominant ⁴I. The weak field leaves the two terms separate, but the actual field interleaves and mixes their levels. Summed over the thirteen lowest quartets, the weight of ⁴I is then only 7.1 instead of 13, so the cut by energy drops almost half of the term. Keeping both terms, 21/32/0, removes the artefact: the splitting is 346 cm⁻¹. Its largest level error, 12 cm⁻¹, is however no smaller than that of the sextets alone.

**Answer**

(a) There are 21 sextet, 224 quartet and 490 doublet roots.

(b) In this model all roots give a splitting of 334 cm⁻¹ (41.4 meV) and g = 17.83, 2.36, 0.61. The sextets alone give 345 cm⁻¹ (42.8 meV) and g = 17.89, 2.49, 0.63.

(c) No. Six quartets lower the ground level but divide a strongly coupled term, and the resulting splitting is spurious. A cut should lie in a gap that is wide compared with the crystal field at its actual strength. A useful check is to scale the crystal field towards zero with the same numbers of roots: a splitting that remains is an artefact. As 21/13/0 shows, passing this check is not sufficient.

The percentages depend on the chosen parameters and are not error bars for ab initio calculations, where the orbitals may also change with the roots included in their optimization. The level lists of 21/0/0, 21/128/130 and 21/224/490 are in the numerical output.

Table of computed values

```
F2, F4, F6, zeta (cm^-1): 90000.0 63000.0 45000.0 2000.0
B_kq (cm^-1): B20=-600 B22=50 B40=400 B44=200 B60=200 B66=100
electron spin g factor: 2.002319
determinants: 2002
sextet roots: 21; terms P:1 F:1 H:1
quartet roots: 224; terms S:1 P:2 D:3 F:4 G:4 H:3 I:3 K:2 L:1 M:1
doublet roots: 490; terms P:4 D:5 F:7 G:6 H:7 I:5 K:5 L:3 M:2 N:1 O:1
free-ion 6F, 6P above 6H (cm^-1): 5372.5 25071.8
spin-orbit coupling norm 6H15/2 to 4I15/2 (cm^-1): 6324.6
  4I term at 19880.2 cm^-1 above 6H, share of coupling^2 0.9440
  4I term at 34298.9 cm^-1 above 6H, share of coupling^2 0.0278
  4I term at 67037.5 cm^-1 above 6H, share of coupling^2 0.0282
free-ion ground weights S=5/2, 3/2, 1/2: 0.92084 0.07603 0.00313
free-ion g_J sextets only, all roots: 1.33411 1.32294
rank factors r2, r4, r6: 0.97254 0.98954 0.90022
dominant 4I occupies quartet roots 1 to 13
weak-field gap after quartet 128, doublet 130 (cm^-1): 9045.5861 2926.2019
multiplet splitting with crystal field times 0.001 (cm^-1):
  all roots                0.3323
  21/6/0 (inside 4I)       1590.3069
  21/13/0 (after 4I)       0.3395
  21/128/130               0.3341
actual field, lowest and highest root above lowest sextet (cm^-1):
  quartet 19929 79935
  doublet 30163 135663
roots kept | splitting, first gap, max level error (cm^-1) | gx gy gz
21/0/0       |   345.33   39.28   11.12 | 17.8914 2.4894 0.6342
21/6/0       |  1861.61  107.13 1527.40 | 17.4318 2.9769 0.5899
21/13/0      |  1778.39   60.30 1444.17 | 18.8937 1.2076 0.3312
21/128/130   |   336.01   38.47    1.79 | 17.8355 2.3564 0.6050
21/224/0     |   336.14   38.46    1.92 | 17.8343 2.3898 0.6117
21/224/490   |   334.22   38.28    0.00 | 17.8282 2.3625 0.6060
rescaled 21  |   334.12   38.12    0.53 | 17.8489 2.3372 0.6037
levels 21/0/0 (cm^-1): 0.00 39.28 99.96 165.67 221.51 264.86 297.73 345.33
levels 21/128/130 (cm^-1): 0.00 38.47 98.06 161.34 216.52 260.19 292.95 336.01
levels 21/224/490 (cm^-1): 0.00 38.28 97.71 160.74 215.64 259.00 291.47 334.22
ground level lowered by quartets, then doublets (cm^-1): 1687.3 99.7
splitting sextets only, all roots (meV): 42.816 41.438
```
